# Powder line shape of an anisotropic chemical shift and its conventions: verification in Python

```python
# Powder line shape of an anisotropic chemical shift, and its conventions.
# Result under test: for principal shifts d11 >= d22 >= d33 and isotropically
# distributed field directions n, the density of the shift n.d.n is
#   I(x) = K(m) / (pi sqrt((d11-d22)(x-d33))),   d22 < x < d11,
#   m = (d22-d33)(d11-x) / ((d11-d22)(x-d33)),
# and its mirror image for d33 < x < d22; K is the complete elliptic integral.
# span = d11-d33, skew = 3(d22-iso)/span; Haeberlen: zeta = dzz-iso,
# eta = (dyy-dxx)/zeta with |dzz-iso| >= |dxx-iso| >= |dyy-iso|.
# Shifts are in ppm, line-shape densities in 1/ppm.
import numpy as np
from scipy.integrate import quad
from scipy.special import ellipkm1


def line_shape(x, tensor):
    """Derived elliptic-integral formula."""
    a, b, c = tensor
    if x < b:
        return line_shape(-x, (-c, -b, -a))
    one_minus_m = (x - b) * (a - c) / ((a - b) * (x - c))
    return ellipkm1(one_minus_m) / (np.pi * np.sqrt((a - b) * (x - c)))


def fraction_above(x, tensor, v_max=1.0):
    """Fraction of the sphere with shift > x and |n2| < v_max.

    Taken from the definition: polar axis along principal axis 2, the
    azimuthal range measured exactly, then quadrature over v = |n2|.
    """
    a, b, c = tensor
    rise = (x - b) / (a - b) if x >= b else (b - x) / (b - c)
    v_edge = np.sqrt(1 - rise)
    t_end = np.arcsin(min(1.0, v_max / v_edge))

    def integrand(t):
        sin2 = max(rise + (v_edge * np.cos(t))**2, 1e-300)
        q = min(1.0, max(0.0, ((a - b) - (x - b) / sin2) / (a - c)))
        return 2 / np.pi * np.arcsin(np.sqrt(q)) * v_edge * np.cos(t)

    value = quad(integrand, 0, t_end, epsabs=1e-11, epsrel=1e-11, limit=400)[0]
    return value + (max(0.0, v_max - v_edge) if x < b else 0.0)


def haeberlen(values):
    """Isotropic value, zeta and eta from the defining order."""
    iso = np.mean(values)
    yy, xx, zz = sorted(values, key=lambda value: abs(value - iso))
    return iso, zz - iso, (yy - xx) / (zz - iso)


def span_skew(values):
    """Isotropic value, span and skew from their definitions."""
    d33, d22, d11 = sorted(values)
    iso = np.mean(values)
    return iso, d11 - d33, 3 * (d22 - iso) / (d11 - d33)


# ---- worked example: conversion of the three features of the spectrum
tensor = (240.0, 180.0, 90.0)
d11, d22, d33 = tensor
iso, span, skew = span_skew(tensor)
_, zeta, eta = haeberlen(tensor)

# ---- conversion formulas against the definitions, random symmetric tensors
rng = np.random.default_rng(7)
signs_seen = set()
for _ in range(300):
    matrix = rng.normal(size=(3, 3)) * 100
    values = np.linalg.eigvalsh(matrix + matrix.T)
    i0, om, ka = span_skew(values)
    _, ze, et = haeberlen(values)
    signs_seen.add(np.sign(ze))
    assert 0 <= et <= 1 and -1 <= ka <= 1
    assert np.isclose(om, abs(ze) * (3 + et) / 2)
    assert np.isclose(ka, -3 * np.sign(ze) * (1 - et) / (3 + et))
    assert np.isclose(et, 3 * (1 - abs(ka)) / (3 + abs(ka)))
    assert np.isclose(ze, -np.sign(ka) * om * (3 + abs(ka)) / 6)
    from_span = [i0 - om * (3 + ka) / 6, i0 + om * ka / 3,
                 i0 + om * (3 - ka) / 6]
    from_haeb = sorted([i0 + ze, i0 - ze * (1 + et) / 2,
                        i0 - ze * (1 - et) / 2])
    assert np.allclose(from_span, values) and np.allclose(from_haeb, values)
    assert np.isclose(i0 - ze * (1 - et) / 2, values[1])
    big_delta = (i0 + ze) - (np.sum(values) - (i0 + ze)) / 2
    assert np.isclose(big_delta, 1.5 * ze)
assert signs_seen == {-1.0, 1.0}

# ---- line shape against a count of directions spread evenly on the sphere
n_points = 1_000_000
index = np.arange(n_points)
height = 1 - (2 * index + 1) / n_points
angle = 2 * np.pi * ((index * (np.sqrt(5) - 1) / 2) % 1.0)
radius = np.sqrt(1 - height**2)
directions = np.array([radius * np.cos(angle), radius * np.sin(angle), height])
bin_edges = np.linspace(90, 240, 11)
worst_bin = 0.0
for trial in [tensor, (240., 120., 90.), (240., 90., 90.), (240., 240., 90.)]:
    shifts = np.array(trial) @ directions**2
    # end bins are opened slightly so that rounding at the edges loses nothing
    open_edges = bin_edges.copy()
    open_edges[0] -= 1e-6
    open_edges[-1] += 1e-6
    counted = np.histogram(shifts, open_edges)[0] / n_points
    derived = [quad(line_shape, lo, hi, args=(trial,), limit=200)[0]
               for lo, hi in zip(bin_edges[:-1], bin_edges[1:])]
    worst_bin = max(worst_bin, np.max(np.abs(counted - derived)))
assert worst_bin < 5e-4   # finite number of directions; bins hold > 0.03

# ---- axial limits of the formula
for x in (100.0, 150.0, 230.0):
    assert np.isclose(line_shape(x, (240., 90., 90.)),
                      0.5 / np.sqrt(150 * (x - 90)))
    assert np.isclose(line_shape(x, (240., 240., 90.)),
                      0.5 / np.sqrt(150 * (240 - x)))

# ---- pointwise: numerical derivative of the orientation fraction
sample_shifts = (100.0, 140.0, 170.0, 190.0, 230.0)
step = 0.05
for x in sample_shifts:
    numeric = (fraction_above(x - step, tensor)
               - fraction_above(x + step, tensor)) / (2 * step)
    assert np.isclose(numeric, line_shape(x, tensor), rtol=1e-4)

# ---- edge heights from the fraction of directions in a thin strip
edge_high = 1 / (span * np.sqrt(2 * (1 - skew)))
edge_low = 1 / (span * np.sqrt(2 * (1 + skew)))
strip = 0.01
assert np.isclose(fraction_above(d11 - strip, tensor) / strip,
                  edge_high, rtol=1e-3)
assert np.isclose((1 - fraction_above(d33 + strip, tensor)) / strip,
                  edge_low, rtol=1e-3)

# ---- logarithmic peak: strength, constant, and integrability
log_strength = 1 / (np.pi * span * np.sqrt(1 - skew**2))
log_scale = 4 * span * (1 - skew**2)


def window_direct(h, v_max=1.0):
    return (fraction_above(d22 - h, tensor, v_max)
            - fraction_above(d22 + h, tensor, v_max))


def window_formula(h):
    return 2 * h * log_strength * (np.log(log_scale / h) + 1)


for h in (0.1, 0.01):
    assert np.isclose(window_direct(h), window_formula(h), rtol=1e-4)
assert np.isclose(window_direct(1.0), window_formula(1.0), rtol=2e-3)
for x in (d22 - 0.01, d22 + 0.01):
    assert np.isclose(line_shape(x, tensor),
                      log_strength * np.log(log_scale / 0.01), rtol=1e-3)

# ---- cause of the peak: without cones about axis 2 the density is finite
cone = np.radians(10.0)
cone_formula = 2 * log_strength * np.log(1 / np.tan(cone / 2))
full_density, cut_density = {}, {}
for h in (0.1, 0.01):
    full_density[h] = window_direct(h) / (2 * h)
    cut_density[h] = window_direct(h, np.cos(cone)) / (2 * h)
    assert np.isclose(cut_density[h], cone_formula, rtol=2e-3)
growth = full_density[0.01] - full_density[0.1]
assert np.isclose(growth, log_strength * np.log(10), rtol=1e-3)

# ---- share of the intensity above the peak
share_above = np.arccos(skew) / np.pi
assert np.isclose(fraction_above(d22, tensor), share_above, atol=1e-8)
assert abs(np.mean(np.array(tensor) @ directions**2 > d22) - share_above) < 5e-4

# ---- moments by integration of the line shape
moments = []
for power in (0, 1, 2):
    moments.append(sum(
        quad(lambda x: (x - iso)**power * line_shape(x, tensor),
             lo, hi, limit=200)[0] for lo, hi in ((d33, d22), (d22, d11))))
variance = span**2 * (3 + skew**2) / 45
assert abs(moments[0] - 1) < 1e-6 and abs(moments[1]) < 1e-4
assert np.isclose(moments[2], variance, rtol=1e-6)
assert np.isclose(moments[2], zeta**2 * (3 + eta**2) / 15, rtol=1e-6)

# ---- full shielding tensor: first-order shift and sign of zeta
sigma_ref = 200e-6
antisym = 50e-6
sigma_values = sigma_ref - (1 - sigma_ref) * np.array(tensor) * 1e-6
sigma = np.diag(sigma_values) + antisym * np.array(
    [[0, 1, -1], [-1, 0, 1], [1, -1, 0]])
n_some = directions[:, ::501]
sigma_n = sigma @ n_some
field = np.linalg.norm(n_some - sigma_n, axis=0)
exact_shift = (field / (1 - sigma_ref) - 1) * 1e6
first_order = np.array(tensor) @ n_some**2
transverse = sigma_n - n_some * np.sum(n_some * sigma_n, axis=0)
second_order = 0.5 * np.sum(transverse**2, axis=0) * 1e6
assert np.max(np.abs(exact_shift - first_order - second_order)) < 1e-5
max_error = np.max(np.abs(exact_shift - first_order))
sigma_iso, zeta_sigma, eta_sigma = haeberlen(sigma_values * 1e6)
sigma_span = np.ptp(sigma_values) * 1e6
skew_sigma = 3 * (sigma_iso - np.median(sigma_values) * 1e6) / sigma_span
assert np.isclose(zeta_sigma, -(1 - sigma_ref) * zeta)
assert np.isclose(eta_sigma, eta) and np.isclose(skew_sigma, skew)

# ---- jump of zeta when the middle value passes the midpoint
below = haeberlen((240.0, 164.0, 90.0))
above = haeberlen((240.0, 166.0, 90.0))
assert below[1] > 0 > above[1]

print(f"d11, d22, d33 = {d11:.1f}, {d22:.1f}, {d33:.1f} ppm")
print(f"isotropic shift = {iso:.2f} ppm")
print(f"span = {span:.2f} ppm, skew = {skew:.4f}")
print(f"Haeberlen zeta = {zeta:.2f} ppm, eta = {eta:.4f}")
print(f"Haeberlen Delta = 3 zeta/2 = {1.5 * zeta:.2f} ppm")
for x in sample_shifts:
    print(f"I({x:.0f} ppm) = {line_shape(x, tensor):.6f} 1/ppm")
print(f"edge height at d11 = {edge_high:.6f} 1/ppm")
print(f"edge height at d33 = {edge_low:.6f} 1/ppm")
print(f"edge height ratio d11/d33 = {edge_high / edge_low:.4f}")
print(f"log strength C = {log_strength:.6f} 1/ppm")
print(f"log scale 4 span (1-skew^2) = {log_scale:.2f} ppm")
for x in (d22 - 1, d22 + 1):
    print(f"I({x:.0f} ppm) = {line_shape(x, tensor):.6f} 1/ppm")
print(f"log law 1 ppm from d22 = "
      f"{log_strength * np.log(log_scale):.6f} 1/ppm")
print(f"fraction within 1 ppm of d22, direct = {window_direct(1.0):.6f}")
print(f"fraction within 1 ppm of d22, log law = {window_formula(1.0):.6f}")
for h in (0.1, 0.01):
    print(f"mean density within {h} ppm of d22, all directions = "
          f"{full_density[h]:.6f} 1/ppm")
    print(f"  same, 10 degree cones about axis 2 removed = "
          f"{cut_density[h]:.6f} 1/ppm")
print(f"cone formula for the density left = {cone_formula:.6f} 1/ppm")
print(f"fraction of intensity above d22 = {share_above:.4f}")
print(f"fraction of intensity below d22 = {1 - share_above:.4f}")
print(f"integral of line shape = {moments[0]:.7f}")
print(f"variance = {variance:.3f} ppm^2")
print(f"root-mean-square width = {np.sqrt(variance):.3f} ppm")
print(f"largest bin error in direction count = {worst_bin:.1e}")
print(f"d22 = 164 ppm: zeta = {below[1]:.3f} ppm, eta = {below[2]:.4f}")
print(f"d22 = 166 ppm: zeta = {above[1]:.3f} ppm, eta = {above[2]:.4f}")
print(f"skews for these = {span_skew((240., 164., 90.))[2]:.4f}, "
      f"{span_skew((240., 166., 90.))[2]:.4f}")
print(f"reference shielding = {sigma_ref * 1e6:.0f} ppm, "
      f"antisymmetric part = {antisym * 1e6:.0f} ppm")
print("principal shieldings = "
      + ", ".join(f"{s * 1e6:.3f}" for s in sigma_values) + " ppm")
print(f"zeta of the shielding = {zeta_sigma:.3f} ppm")
print(f"largest error of first-order shift = {max_error:.5f} ppm")
print("ALL CHECKS PASSED")
```

Output:

```
d11, d22, d33 = 240.0, 180.0, 90.0 ppm
isotropic shift = 170.00 ppm
span = 150.00 ppm, skew = 0.2000
Haeberlen zeta = -80.00 ppm, eta = 0.7500
Haeberlen Delta = 3 zeta/2 = -120.00 ppm
I(100 ppm) = 0.004509 1/ppm
I(140 ppm) = 0.005818 1/ppm
I(170 ppm) = 0.008736 1/ppm
I(190 ppm) = 0.008862 1/ppm
I(230 ppm) = 0.005611 1/ppm
edge height at d11 = 0.005270 1/ppm
edge height at d33 = 0.004303 1/ppm
edge height ratio d11/d33 = 1.2247
log strength C = 0.002166 1/ppm
log scale 4 span (1-skew^2) = 576.00 ppm
I(179 ppm) = 0.013753 1/ppm
I(181 ppm) = 0.013780 1/ppm
log law 1 ppm from d22 = 0.013766 1/ppm
fraction within 1 ppm of d22, direct = 0.031864
fraction within 1 ppm of d22, log law = 0.031864
mean density within 0.1 ppm of d22, all directions = 0.020919 1/ppm
  same, 10 degree cones about axis 2 removed = 0.010553 1/ppm
mean density within 0.01 ppm of d22, all directions = 0.025906 1/ppm
  same, 10 degree cones about axis 2 removed = 0.010553 1/ppm
cone formula for the density left = 0.010553 1/ppm
fraction of intensity above d22 = 0.4359
fraction of intensity below d22 = 0.5641
integral of line shape = 1.0000000
variance = 1520.000 ppm^2
root-mean-square width = 38.987 ppm
largest bin error in direction count = 4.1e-05
d22 = 164 ppm: zeta = 75.333 ppm, eta = 0.9823
d22 = 166 ppm: zeta = -75.333 ppm, eta = 0.9823
skews for these = -0.0133, 0.0133
reference shielding = 200 ppm, antisymmetric part = 50 ppm
principal shieldings = -39.952, 20.036, 110.018 ppm
zeta of the shielding = 79.984 ppm
largest error of first-order shift = 0.01034 ppm
ALL CHECKS PASSED
```
